Locating step-terminating dislocations in AFM height maps by wrapped plaquette sums

A growth simulation that starts from a measured surface needs a decision before its first time step: does the film carry permanent step sources, and where are they? A dislocation whose Burgers vector has a component normal to the surface ends a step. Under growth that step can wind into a spiral, and then it need not be renucleated. A step joining two opposite dislocations must first have room to bow out between them. A missed core removes a source, and a false core invents one. The decision rests on a list of positions and signs extracted from an atomic-force height map.

**Why direct sums and flat terraces fail**

Let h be the height on square pixels of side p, and let c be the height of one step. Take x along columns and y along rows, with y drawn upward. Four neighbouring pixels 1, 2, 3, 4, in counterclockwise order, form a plaquette. Adding the height differences round it gives

(h₂ − h₁) + (h₃ − h₂) + (h₄ − h₃) + (h₁ − h₄) = 0.

Each height enters once with each sign, so the sum vanishes with or without a dislocation.

Nor can the terraces round a step's end be treated as flat. If h changes by c across the step and nowhere else, a loop round the step's end crosses the step once and returns with a height changed by c. A map has one height per pixel, so this is impossible. A step can end only if the terrace itself climbs or falls by c round the end. That ramp is the signal. Rounding every height to a whole number of steps destroys it: in the example below, the residues drop from 3 to 0.

**Removing the steps but keeping the ramp**

Write the height as

h = u + c n,

where n is an integer at each pixel and u is the height of a lattice plane followed continuously, without jumping at steps. Round a dislocation u gains s c, with s = +1 if it rises counterclockwise. Since h returns to its value, the changes m of n along the loop must satisfy

c Σm = −s c.

So a step must cross the loop. On one edge the height difference is d = δ + c m, where δ is the continuous change of u. Define the wrapped difference

W(d) = d − c round(d/c).

If |δ| < c/2, the nearest integer to d/c = m + δ/c is m, and therefore W(d) = δ. If this holds on all four edges,

ΣW(d) = Σδ = s c.

The integers n have dropped out. A curved step, a closed island or a step that moved between scan lines changes only n, so none of them alters the result while the condition on δ holds. The ratio q = ΣW/c is called the residue.

The residue is an integer even when the condition fails. From the definition of W,

ΣW = Σd − c Σround(d/c) = −c Σround(d/c),

because Σd = 0. An integer result is therefore no evidence that the measurement was good.

**Can one plaquette resolve the ramp?**

Consider a screw dislocation normal to the surface of an isotropic elastic half-space. Its bulk displacement is u = s c θ/(2π), with θ the polar angle about the core. The bulk field leaves an azimuthal, axially symmetric traction on the free surface, which must be cancelled. Reflection in a plane containing the axis reverses this traction, but would leave any axially symmetric vertical displacement unchanged. The vertical response must therefore equal its own negative, so it is zero, and the ramp survives at the surface unaltered.

An edge seen from the core under an angle α carries the change

|δ| = c α/(2π).

Any side of a square is seen from an interior point under an angle below π, so |δ| < c/2. An isolated ideal unit core is therefore found in its own plaquette. A second core adds its own ramp: with one 10 pixels away, about 2% of randomly placed cores were no longer found in their own plaquette. At the centre α = π/2 and each edge carries c/4. Near an edge the margin c(1/2 − α/(2π)) shrinks to nothing. In a test with 2000 random core positions and random integer steps added, every residue was correct, although the ramp on a horizontal edge reached 0.4999 c.

A core with s = 2 is different. Four wrapped differences, each smaller than c/2 in size, cannot add up to 2c, so one plaquette cannot show q = 2. The charge is split: the tested double core gave two unit residues with total 2. Summing q over a block recovers the total, because each interior edge is traversed once in each direction and cancels, leaving the wrapped sum round the block's boundary. There the ramp per pixel is smaller.

**The in-plane Burgers component shifts the answer**

A Burgers vector inclined to the surface also has an in-plane part b, taken here along x. It ends no step, but it lifts the surface. For a line along z, with r² = x² + y² and Poisson ratio ν, the plane-strain displacement is

u_x = (b/2π)[arctan(y/x) + xy/(2(1−ν)r²)],

u_y = −(b/2π)[(1−2ν) ln r²/(4(1−ν)) + (x²−y²)/(4(1−ν)r²)].

The continuously followed arctangent supplies the jump b. The divergence requires

∂(xy/r²)/∂x = y(y²−x²)/r⁴,

∂((x²−y²)/r²)/∂y = −4x²y/r⁴.

Collecting terms,

div u = (b/2π)(y/r²)[−1 − (1−2ν)/(2(1−ν)) + 1/(2(1−ν))]
= −(1−2ν) b y/(2π(1−ν)r²).

Equilibrium requires (1−2ν)∇²u + ∇ div u = 0. The arctangent and logarithm are harmonic away from the core. The remaining terms give

∇²u_x = −(b/2π) 2xy/((1−ν)r⁴),

∇²u_y = (b/2π)(x²−y²)/((1−ν)r⁴).

Multiplied by 1−2ν, these cancel the x and y derivatives of div u.

With shear modulus G and no strain along z, the normal stress is

σ_zz = [2Gν/(1−2ν)] div u = −A sin θ/r,

A = Gνb/(π(1−ν)).

A free surface cannot carry it, so an outward load A sin θ/r must be added. The plane-strain shear stresses on this surface are already zero. A unit normal force raises an isotropic half-space at distance ρ by (1−ν)/(2πGρ), the Boussinesq response. The lift is therefore

w(θ) = [(1−ν)A/(2πG)] ∫ sin θ′ dA′/(r′ρ).

Set r′ = r t and θ′ = θ + φ. The area element cancels 1/r′, and the part odd in φ vanishes. What remains is sin θ times

I = ∫₀^∞ dt ∫₀^{2π} dφ cos φ/√(1 + t² − 2t cos φ).

Integrating over t first, up to a large T, gives ln(2T) − ln(1 − cos φ) plus terms vanishing as T grows. The constant ln(2T) is removed by cos φ. Integration by parts then gives

I = −∫cos φ ln(1−cos φ) dφ
= ∫sin²φ/(1−cos φ) dφ
= ∫(1+cos φ) dφ = 2π.

A separate quadrature gave I/(2π) = 1.0000000. Hence

w(θ) = (ν b/π) sin θ.

This lift is single-valued and adds nothing to a full loop, but it can push one edge past c/2. With the gold parameters below and random in-plane directions, 73.2% of 2000 random cores stayed in their own plaquette, with a sampling error of about one percentage point. In all 2000 cases the surrounding 3 × 3 block still had total charge 1. The charge is conserved there while the location is uncertain at the pixel scale.

**Noise and the tip create pairs**

Let η be the change in pixel noise along an edge. The noise cancels round a loop, but wrapping now subtracts an extra integer k = round((δ+η)/c). Thus W(d) = δ + η − c k, and

q = s − Σk.

Two plaquettes share an interior edge and traverse it in opposite directions. One wrong k therefore adds +1 to one and −1 to the other. On the outer border the second plaquette is missing and a single false charge remains.

For independent Gaussian noise of standard deviation σ on a level terrace, a height difference has variance 2σ². An edge fails with probability

P(|η| > c/2) = erfc((c/2)/(√2·√2σ)) = erfc(c/(4σ)).

At σ = 0.030 nm, a flat map of 1000 × 1000 pixels gave 10870 broken edges against 10992 predicted, a difference of 1.1% relative to the prediction. The law does not cover edges near a core or a broadened step, where part of the margin is already spent.

The tip does something noise on a terrace does not. A parabolic tip of apex radius R records the highest value of h(x′) − |x−x′|²/(2R). At distance x from a straight step, on its lower side, this is

H(x) = max(0, c − x²/(2R)).

The step is broadened over √(2Rc). Suppose it runs nearly along a pixel column. Two consecutive rows may then read, from left to right,

lower row: 0, 0.4c, c

upper row: 0, 0.6c, c.

The left plaquette has wrapped differences 0.4c, 0.2c, 0.4c and 0, which add to +c. The right one has −0.4c, 0, −0.4c and −0.2c, which add to −c. There is no dislocation. The rise from 0.4c to 0.6c was too gentle to be recognised as part of a step.

**The scheme that follows**

The failures dictate the remaining operations:

1. Wrap the horizontal and vertical differences and form q on each plaquette.
2. Compute the distance D between every positive and every negative residue.
3. Match opposite residues so that the sum of min(D, D_cap) is smallest. Delete the matched pairs closer than D_cap.
4. Discard remaining charges in a border strip, where a false charge may lack its partner.
5. Report the remaining charges at their plaquette centres.

The cap keeps the matching from forcing distant opposite dislocations together. Its price is a resolution limit: a real opposite pair closer than D_cap can be deleted. A somewhat wider pair can also be lost if false charges lie between its cores. Suppose charges +, −, +, − stand at 0, 2, 3 and 5 pixels along a line, and only the outer two are real. With a cap of 4.5 pixels, matching across the two gaps of 2 costs 2 + 2 = 4. Matching the false pair and keeping the real cores costs 1 + 4.5 = 5.5. The cheaper choice deletes all four.

This matters because the tip makes false pairs along steps, and a step may join the two real cores. In trial maps with a straight joining step and the tip, noise and cap used below, 13 of 40 real pairs 6 pixels apart were lost, and 3 of 40 at 8 pixels. The cap should therefore exceed the size of the false pairs and remain well below the separations one needs to resolve. If these ranges overlap, the map cannot settle the question by this method.

**A gold film as a worked case**

The example is a synthetic map of an epitaxial Au(111) film. The lattice constant of the model is set to a = 0.408 nm, which gives c = a/√3 = 0.2356 nm, or 4.451 bohr. The Burgers vector (a/2)[110] has a normal component equal to c and an in-plane component of 0.1666 nm. With ν = 0.42, the lift amplitude is 0.42 × 0.1666/π = 0.0223 nm, or 0.095 c.

To build spirals, let ψ be the sum of sθ/(2π) over the cores, and let F = −r_near/L, where r_near is the distance to the nearest core and L = 80 nm. Apart from the small lifts, the surface is

h/c = F − frac(F − ψ) = ψ + floor(F − ψ).

The first form is single-valued because a circuit changes ψ by an integer. The second shows lattice-plane terraces separated by whole steps. Near an isolated positive core, steps lie where r/L + θ/(2π) is an integer, so successive turns are L apart.

The map has 128 × 128 pixels of 4 nm and three cores, of signs +, − and +. They lie close to plaquette centres, a favourable placement. Without tip or noise there are 3 residues, all correct. Noise of 0.010 nm alone leaves 3 in the first run. A 10 nm tip alone raises the number to 43, while tip and noise together give 79 in that run and 76.7 on average over twenty. Counting raw residues would overstate the number of cores in the first run by a factor of 79/3 ≈ 26.

The tip broadening is √(2 × 10 × 0.2356) = 2.17 nm, less than a pixel, yet it produces false pairs. A pixel larger than the broadened step is therefore not sufficient protection. Very fine pixels are no remedy either. With w = √(2Rc), the largest change across a pixel p < w on a straight broadened step is c[1 − (1 − p/w)²]. This is below c/2 when p is less than about 0.29 w, here 0.64 nm. The step is then followed as a slope, no integer is subtracted, and the real core disappears from the residues. With this tip, an isolated core left no residue at pixels of 0.25 and 0.5 nm. The increase from 43 to 79 is not explained by noise on terraces, for which the expected number of broken edges is about 3 × 10⁻¹². Noise can also act where the tip has left a pixel near half a step height: its difference from a terrace pixel is then close to c/2, and a small change decides the integer that is subtracted. In twenty noise realizations, more than 99% of the edges whose subtracted integer was changed by the noise touched a pixel that the tip had raised by more than 0.1 c.

Matching used a cap of 4.5 pixels, or 18 nm, and discarded five border plaquettes on each side. In the first run it returned three cores with the correct signs. The first lay at (150.0, 158.0) nm instead of (149.76, 162.24) nm, an error of

√(0.24² + 4.24²) = 4.2 nm.

The other two errors were 0.3 nm, small partly because of the favourable placement. With the surface and tip held fixed, all twenty noise realizations gave the correct signs and positions within 3 pixels. The largest error was 9.3 nm. In 25 maps with randomly placed cores at least 100 nm apart, all cores were again found within 3 pixels, with errors up to about 12 nm. The accuracy falls with noise: on the worked map, ten runs each at 0.02, 0.03 and 0.04 nm kept the right number and signs, but only 9, 9 and 6 of the ten placed every core within 3 pixels. The list is useful for placing sources on an 80 nm terrace pattern, but not for locating a core to a nanometre.

The searched area is 117 plaquettes, or 468 nm, on a side. Three cores there correspond to 1.4 × 10⁹ cm⁻². This counts only dislocations that end steps; a purely in-plane Burgers vector has s = 0.

Halving the spacing of the tip-contact grid from 0.4 to 0.2 nm changed the heights by 0.0018 nm rms over the whole map. Most pixels are untouched by the tip, however; on those it raises, the change is about 0.011 nm rms, similar to the noise. The tip-only residue count therefore moves with the grid: it is 37, 43, 47 and 41 at spacings of 0.4, 0.2, 0.1 and 0.05 nm. The number 43 should be read as "about forty" for this map, not as a material property.

**Where the margin goes in a real measurement**

The tip radius, the noise and the terrace width are model choices. The number of broken edges rises quickly with noise: on a flat map of this size, the expected number of broken edges is 1.0 at 0.020 nm and 179 at 0.030 nm. Surface reconstruction, roughly 0.02 nm high, can take about 0.085 c from an edge's margin if neighbouring pixels fall on a crest and a trough. Subtracting the mean hillock slope, 0.17°, can take another 0.05 c. Neither effect was included in the map. In the worked map the tip matters more than the noise: the 10 nm tip alone changes the raw count from 3 to 43, while noise of 0.010 nm alone left it at 3 in the first run.

Height calibration is less critical here. If wrapping uses c′ instead of c, a step leaves (c−c′)m on its edge. Round the core, Σm = −s, so the sum is

s c + (c−c′)(−s) = s c′,

provided that |δ + (c−c′)m| < c′/2 on each edge. Errors of −5% and +5% left all residues of the ideal map unchanged, helped by its cores lying near plaquette centres. For randomly placed ideal cores, the same errors move about 5% of them out of their own plaquette.

A real gold dislocation may also split into partials, for example

(a/2)[110] = (a/6)[211] + (a/6)[12−1],

with normal components 2c/3 and c/3. Let b_p = a/√6 be the size of each partial and γ the fault energy per area. Their Burgers vectors lie at ±30° to the total. Parallel screw parts repel with force Gb₁b₂/(2πD) per length, and edge parts with that expression divided by 1−ν. Balancing the net repulsion against γ gives

D_screw = Gb_p²(2−3ν)/(8πγ(1−ν)),

D_edge = Gb_p²(2+ν)/(8πγ(1−ν)).

For rough values G = 27 GPa and γ = 30 mJ/m², D runs from about 1 to about 4 nm, at most about one pixel. In a separate small map, an ideal core split by one pixel still had total charge 1. This is a bulk isotropic estimate; the faulted line is inclined to the surface, unlike the line assumed above. Inclination and elastic anisotropy redistribute the ramp, by amounts not computed here. They do not change its total round a loop, but they can decide whether a small plaquette resolves it.

Film thickness can matter in the same way. If the dislocation bends into the interface below the film, the ramp gathers above the buried segment, over a width comparable with the thickness. For a long straight segment in a uniform isotropic solid, the change across a 4 nm pixel centred above it exceeds c/2 when the film is thinner than about 4.5 nm. The ramp then looks like a step, and the core can be missed. The worked map assumes a much thicker film.

The numerical output below gives the inputs and the main counts.

Numbers as computed

```
lattice constant, rough input: 0.408 nm
step height c: 0.2356 nm = 4.4514 bohr
in-plane Burgers component: 0.1666 nm
Poisson ratio, rough input: 0.42
map: 128 x 128 pixels, pixel side 4.0 nm
terrace width: 80.0 nm
tip radius: 10.0 nm; pixel noise: 0.010 nm
Boussinesq load integral / (2 pi): 1.0000000
edge-component lift amplitude: 0.0223 nm = 0.0945 c
ideal random cores tested: 2000, all in correct plaquette
largest ramp on a horizontal edge: 0.4999 c
with edge lift, correct plaquette: 73.2 %
double core: total 2, residues 2
split core, 1 pixel apart: total 1, residues 1
raw residues, ideal map: 3
raw residues, heights rounded to c: 0
raw residues, noise only, first run: 3
raw residues, tip only: 43
raw residues, tip and noise, first run: 79
raw residues, tip and noise, mean: 76.7
matching cap: 4.5 pixels = 18.0 nm
discarded border: 5 plaquettes
true core: x 149.76 nm, y 162.24 nm, sign +1
true core: x 362.24 nm, y 189.76 nm, sign -1
true core: x 249.76 nm, y 370.24 nm, sign +1
found core, first run: x 150.0 nm, y 158.0 nm, sign +1
found core, first run: x 250.0 nm, y 370.0 nm, sign +1
found core, first run: x 362.0 nm, y 190.0 nm, sign -1
runs with all cores within 3 pixels: 20 of 20
largest error in those runs: 2.32 pixels = 9.27 nm
tip contact grids: 0.4 and 0.2 nm
rms height shift between grids: 0.00175 nm
step broadening by tip: 2.171 nm
noise test at 0.030 nm: 10870 broken edges, predicted 10992.4
expected broken edges in flat map, noise 0.010 nm: 2.67e-12
expected broken edges in flat map, noise 0.020 nm: 1.02
expected broken edges in flat map, noise 0.030 nm: 179
step calibration errors tested: -5 % and +5 %, residues unchanged
reconstruction corrugation, rough: 0.020 nm = 0.085 c
hillock slope: 0.169 degrees
hillock height change per pixel: 0.050 c
shear modulus, rough: 27 GPa; fault energy, rough: 30 mJ/m2
partial splitting, screw to edge: 1.27 to 4.15 nm
```
